Equivalent Constant Temperature for Arrhenius Damage, and When It Exceeds the Mean, part 2

A metal line has a varying absolute temperature T(t), between Tmin and Tmax, that repeats with period P. We seek the constant temperature T_eq that does the same damage per period, and the life it predicts. The damage D starts at 0, and the line fails at D = D_f. The assumed law is

dD/dt = g(D) A exp(−θ/T(t)).   (1)

Here g is positive, θ = Ea/k is in kelvin, Ea is the activation energy and k the Boltzmann constant. The constant A contains the current density j, the geometry and the microstructure. Angle brackets denote the time average over a period, m = <T> is the arithmetic mean, and 1/<1/T> is the harmonic mean. The Arrhenius factor f(T) = exp(−θ/T) has the derivatives f′ = θf/T² and f″ = θ(θ − 2T)f/T⁴. T_eq satisfies

exp(−θ/T_eq) = <exp(−θ/T)>,   (3)

T_eq = −θ / ln<exp(−θ/T)>.   (4)

The exposure is the integral of f from 0 to t. Failure occurs when it reaches X_f = G(D_f)/A, where G(D) = ∫₀ᴰ dD′/g(D′). At whole periods, t = nP, the exposures under the cycle and at T_eq agree, and the failure times satisfy

|t_cycle − t_constant| < P.   (5)

For a varying profile and θ₂ > θ₁ > 0,

T_eq(θ₂) > T_eq(θ₁),   (10)

and there is a threshold energy E_c such that

T_eq > <T> if and only if Ea > E_c,
2kTmin < E_c < 2kTmax.   (11)

The main example spends 6 h of each day at 420 K and 18 h at 330 K, with Ea = 0.9 eV, so m = 352.5 K. An opening estimate that neglected damage in the cold phase gave T_eq = 397.8 K.

The numerical output also lists two checks with T = 380 K + 15 K sin(2πt), t in periods, Ea = 0.9 eV and A f(380 K) = 0.5 per period. The smooth-profile check uses g = 1 + 2D². The recovery check uses dD/dt = A f(T(t)) − cD with c = 2 per period. "Reversed" means the sine with its sign changed.

**Small swings.** Let T = m + δ, with <δ> = 0 and variance s² = <δ²>. Expanding f about m and averaging removes the linear term:

<f> ≈ f(m) + (1/2) f″(m) s².

Let T_eq = m + Δ. Since Δ will prove to be of order s², the first-order expansion f(T_eq) ≈ f(m) + f′(m)Δ is sufficient. Equating the two expressions and cancelling f(m) gives

Δ ≈ s² f″(m)/(2f′(m)).

The ratio of the derivatives is f″/f′ = (θ − 2m)/m², because one factor θf/m² cancels. Hence, to leading order,

T_eq − m ≈ s²(θ − 2m)/(2m²).   (14)

The shift changes sign at θ = 2m, so for small swings the threshold energy is close to 2km. For the large swing between 330 K and 420 K used above, 2km = 0.0608 eV, while the computed threshold is 0.0630 eV.

Formula (14) requires |δ| ≪ m, and also that ln f change little over the swing. The derivative of ln f is θ/T², so the second condition is θ|δ|/m² ≪ 1. With θ = 10444 K and m = 352.5 K, θ/m² = 0.084 per kelvin. For equal times 5 K above and 5 K below the mean, the parameter is 0.42. The formula gives

25 × (10444 − 705)/(2 × 352.5²) K = 0.98 K,

against 0.95 K from (4), an error of about 3 % of the shift. For a swing symmetric about the mean, the third-order term averages to zero and the error should be of fourth order in the amplitude. A sine profile tests this. When its amplitude is halved from 4 K to 2 K, the error falls by a factor of 15.85, close to 2⁴ = 16.

**From one line to a population.** Nominally equal lines do not fail together. Assume that they share the same Ea and the same temperature profile, but differ in the exposure X_f that they survive. Such differences may come from A, from the form of g or from the failure criterion. Let u be the life of a line in a test at constant temperature T_test. The exposure used up in the test is X_f = u f(T_test). At constant T_eq the same exposure is used up in a time t, with X_f = t f(T_eq). Equating the two gives

t = u exp(θ/T_eq − θ/T_test).   (15)

Each life is multiplied by the same factor. If the test lives are lognormal with median u50 and logarithmic standard deviation σ, then ln t is ln u plus a constant. The lives at T_eq are therefore lognormal with the same σ and with median

t50 = u50 exp(θ/T_eq − θ/T_test).   (16)

Under the cycle, the exposure at a whole number of periods equals that at T_eq. At t = nP the same lines have therefore failed in both cases, and the failed fraction is

F(nP) = Φ( ln(nP/t50)/σ ),   (17)

where Φ is the cumulative normal distribution. Between whole periods, F lies between its neighbouring values, since failed lines stay failed.

The current density must be the same in the test and in use, because A was held fixed. If it differs, A changes and a separate correction for current is needed. If Ea varies from line to line, each line has its own T_eq by (10), and (17) with a common T_eq no longer holds. The exposure must then be averaged for each value of Ea before the failed fractions are combined.

For a circuit that fails when any one of N independent, equally stressed lines fails, the chance that all survive is the product of the single chances, and the failed fraction of circuits is 1 − (1 − F)ᴺ. The equivalent temperature is unchanged, because it belongs to the profile and to Ea. The number of lines does, however, move the relevant part of the distribution towards early failures, where an assumed lognormal form is hardest to verify.

**A gold line on a daily cycle.** Consider a gold interconnect in an engine-mounted power module. Each day it spends 6 h at 420 K and 18 h at 330 K, with the current kept on. The activation energy is 0.9 eV. A test at 525 K and the same current density is taken to give u50 = 200 h and σ = 0.5.

The Arrhenius factors are 1.5866 × 10⁻¹¹ when hot and 1.7995 × 10⁻¹⁴ when cold. Their average is

<f> = 0.25 × 1.5866 × 10⁻¹¹ + 0.75 × 1.7995 × 10⁻¹⁴
    = 3.980 × 10⁻¹².

Its logarithm is −26.250, so T_eq = 10444 K/26.250 = 397.9 K, or 125 °C. The hot phase does 99.66 % of the damage, which is why neglecting the cold phase in the opening case cost less than 0.1 K.

The median life follows from (16). The exponent is 26.2497 − 19.8935 = 6.356, and the factor is 576, so

t50 = 200 h × 576 = 1.15 × 10⁵ h, or 13 years.

Had the arithmetic mean of 352.5 K been used, the predicted median would have been 386 years, too long by a factor of 29. The small-swing formula is also unsuitable here. With s² = 1519 K² it gives a shift of 59.5 K instead of 45.4 K. The hot phase lies 67.5 K above the mean, so θδ/m² is 5.7 and the expansion has no basis.

After five years, or 43800 h, equation (17) gives

ln(43800/115220)/0.5 = −1.93,   F = 2.7 %.

Following 200000 simulated lines through the actual daily cycle gives 2.67 %, against 2.65 % from the formula. The difference is smaller than the sampling standard deviation of 0.04 percentage points. The mean temperature would give a failed fraction of order 10⁻¹⁸. No real population supports a lognormal law so far into its tail, and the figure shows only that the early failures would be missed altogether.

The largest difference between a simulated failure time and its value at T_eq is 17.9 h, within the bound of 24 h. It can be traced to lines that fail just as the hot phase ends. With the hot phase first, this is 6 h into the day. By then 99.66 % of the daily exposure has accumulated, which at T_eq takes 0.9966 × 24 h = 23.9 h.

**The model beside real gold lines.** The activation energy is a rough typical value for electromigration in gold films, where it depends on grain structure and surface condition. The current density used below, 5 × 10⁵ A/cm², is likewise a rough working value. The test life and its spread are chosen round numbers, so the life of 13 years is a result for this model and not a measured property of gold. Of the corrections to the life computed here for this current density, an error of 0.1 eV in the activation energy has the largest effect. With the test result held fixed, Ea = 0.8 eV multiplies the median life by 0.57, and Ea = 1.0 eV multiplies it by 1.74. The equivalent temperature moves much less, to 395.3 K and 400.0 K.

This sensitivity can be derived. From (16) and (3), ln t50 = ln u50 − ln<f> − θ/T_test. Since the derivative of f with respect to θ is −f/T,

d(ln t50)/dθ = <f/T>/<f> − 1/T_test.   (18)

The first term is the mean of 1/T weighted by damage, here very nearly 1/420 K. A change of 0.1 eV is a change of 1160 K in θ, so ln t50 changes by about 1160 × (1/420 − 1/525) = 0.55, a factor of 1.74. The error comes from extrapolating between the test temperature and the temperature at which the damage is done. A test closer to 420 K would reduce it, at the price of a longer test. The extrapolation also assumes that the same diffusion path, with the same activation energy, dominates at both temperatures.

**A temperature-dependent prefactor.** The drift velocity of atoms is their diffusivity divided by kT, times the driving force. If the force does not vary with temperature, the rate is proportional to f/T. With Ea and the test result unchanged, the equivalent temperature becomes 397.0 K and the life is multiplied by 0.80. The second number is close to 420/525, the ratio of the hot and test temperatures, because 1/T favours the rate in use over that in the test. At fixed current density the electromigration force is the effective charge times the field ρj. If the effective charge were independent of temperature and ρ rose in proportion to T, the factor 1/T would cancel and the correction would disappear. In the usual electron-wind picture, however, the wind part of the effective charge varies roughly as 1/ρ, so that part of the force depends on j and hardly on T. Where the wind dominates, the factor of about 0.80 remains.

**Temperature of the line itself.** The profile must be that of the metal. A line of thickness h_m and resistivity ρ produces the heat j²ρh_m per unit area. If this heat flows straight down through an oxide of thickness h_ox and thermal conductivity κ, the line is hotter than the substrate by

ΔT = j²ρ h_m h_ox/κ.

Take both thicknesses as 1000 nm, κ = 1.4 W/(m K), and a resistivity of 2.4 μΩ cm at 300 K that rises in proportion to T. The hot line is then 0.60 K above the substrate, and its life is multiplied by 0.965. This assumes that the test temperature already refers to the metal. At fixed resistivity ΔT grows as j², so ten times the current density would give a rise of 60 K. The line's own heating also raises its resistivity, which brings the estimate to 70 K. Self-heating could then no longer be left out.

The module also needs time to warm and cool. With an exponential lag of 10 min, exposure is lost on warming and gained on cooling. The net effect multiplies the life by 1.06. Switching the current off in the cold phase multiplies it by 1.003, since little damage is done then.

**Mechanical stress.** Atoms driven along a line build up a stress gradient that opposes the drift. With effective charge number Z, elementary charge e and atomic volume Ω, the electrical force Zeρj is balanced by a stress difference σ_c over the length L when

Zeρj = Ωσ_c/L,   so   (jL)_c = Ωσ_c/(Zeρ).   (19)

For Z = 5, σ_c = 100 MPa, Ω = 0.017 nm³ and the hot resistivity, this critical product is about 630 A/cm. A line 200 μm long has jL = 10000 A/cm, so the opposing force is 6.3 % of the driving force and would lengthen the life by up to about 7 % if the test life were free of this effect. If the test used the same line, the opposing force there is already about 5 % of the driving force, and with the test result held fixed the life lengthens by only about 1 %. At this current density a line shorter than about 13 μm would fall below the critical product. In this estimate its drift eventually stops. If the void formed by then is too small to cause failure, a life calculated from (16) has no meaning.

Temperature changes also load the metal directly. The expansion coefficients of gold and silicon are roughly 14 × 10⁻⁶ and 2.6 × 10⁻⁶ per kelvin, a difference of 11.4 × 10⁻⁶ per kelvin. With a Young modulus of 78 GPa and a Poisson ratio of 0.44, a uniform elastic film that is equally stiff in all directions sees a daily stress swing of

78 GPa/(1 − 0.44) × 11.4 × 10⁻⁶ K⁻¹ × 90 K = 143 MPa.

If the film yields at about 150 MPa in either direction, its stress can range over 300 MPa without yielding in every cycle. The swing stays within that range. Gold crystals are not equally stiff in all directions: a film whose grains have their (111) planes parallel to the surface, as is common, has a biaxial modulus of about 190 GPa and would see about 195 MPa, which is also within the range. The estimate leaves out creep, stress concentrations and crack growth over the roughly 4800 cycles in the median life, so it does not establish that fatigue is harmless. Fatigue damage depends on the number and size of the temperature changes, which T_eq does not record. It has to be assessed separately, even when the Arrhenius damage is described correctly by one constant temperature.

The full set of computed values is given in the numerical output that follows.

Numbers as computed

```
Activation energy Ea = 0.90 eV
theta = Ea/k = 10444.1 K; theta/2 = 5222.0 K
Hot phase: 6 h at 420 K
Cold phase: 18 h at 330 K
Arrhenius factor hot = 1.5866e-11, cold = 1.7995e-14
Mean Arrhenius factor = 3.9801e-12
Harmonic mean temperature = 348.68 K
Arithmetic mean temperature = 352.50 K
Equivalent temperature = 397.87 K = 124.72 C
T_eq minus arithmetic mean = 45.37 K
Share of damage done hot = 99.66 %
Threshold energy E_c = 0.0630 eV
Bounds 2kTmin, 2kTmax = 0.0569, 0.0724 eV
Low-energy case Ea = 0.03 eV: T_eq = 350.42 K
Swing +-5 K about mean: exact shift = 0.9531 K
  small-swing formula = 0.9797 K
Daily cycle: temperature variance = 1518.75 K^2
  small-swing formula = 59.52 K
Error ratio on halving a sine swing = 15.85
Test: median life 200 h at 525 K, sigma 0.5
Median life at T_eq = 1.1522e+05 h = 13.15 years
Median life at mean T = 3.3801e+06 h = 385.9 years
Life overestimate from mean T = factor 29.34
Service time = 43800 h (1825 days)
Failed fraction, T_eq = 2.653 %
Failed fraction, simulated = 2.673 % (200000 parts)
Failed fraction, mean T = 1.8e-18
Largest failure-time gap, cycle vs constant = 17.92 h
Smooth-profile damage: cycle 0.908660, reversed 0.908660
  at T_eq 0.908660, at mean T 0.604230
With recovery: cycle 0.2016, reversed 0.3514
Neglected effects (life ratio = corrected life / model life):
1/T prefactor: T_eq = 397.04 K, ratio = 0.799
Current density = 5.0e+05 A/cm2
Gold resistivity at 300 K = 2.4 uohm cm (rough)
Metal, oxide thickness = 1000, 1000 nm
Oxide thermal conductivity = 1.4 W/(m K) (rough)
Joule heating, hot phase = 0.600 K, ratio = 0.965
No current when cold: ratio = 1.0034
Thermal lag 10 min: ratio = 1.061
Ea = 0.8 eV: T_eq = 395.33 K, ratio = 0.573
Ea = 1.0 eV: T_eq = 399.96 K, ratio = 1.741
Line length = 200 um, effective charge = 5
Critical stress = 100 MPa, atomic volume = 0.0170 nm3
Critical product (jL)_c = 632 A/cm
Line product jL = 10000 A/cm
Back-stress share of driving force = 6.3 %
Expansion mismatch = 11.4 ppm/K (rough)
Young modulus = 78 GPa, Poisson ratio = 0.44
Elastic stress swing per day = 143 MPa
Cyclic yield range, 2 x yield stress = 300 MPa (rough)
Daily cycles within median life = 4801
```
